# Exact recovery of RPA screening from the constrained interaction, part 2

The problem is to screen the bare interaction \(v\) in two steps in the random-phase approximation (RPA): first by all transitions outside a target subspace, then by those inside it. The system is closed-shell, with real orthonormal orbitals \(\varphi_p\) of energy \(\varepsilon_p\), occupied \(i\) and empty \(a\). Frequencies are energies (\(\hbar=1\)).

A pair has gap \(\Delta_{ia}=\varepsilon_a-\varepsilon_i\), density \(\rho_{ia}=\varphi_i\varphi_a\) and weight \(p_{ia}=4\Delta_{ia}/(\omega^2-\Delta_{ia}^2)\), both spins included. The polarizability \(P=\sum_{ia}p_{ia}\rho_{ia}\rho_{ia}\) splits as \(P=P_d+P_r\), where \(P_d\) holds the pairs with both orbitals in the target (\(ia\in d\)). The full and constrained interactions are \(W=(1-vP)^{-1}v\), which solves \(W=v+vPW\), and \(W_r=(1-vP_r)^{-1}v\). Part I proved the factorization and Dyson equation

\[
1-vP=(1-vP_r)(1-W_rP_d),\qquad W=W_r+W_rP_dW,
\]

and, on the imaginary frequency axis, the operator ordering \(v\ge W_r\ge W\). For a single charge mode, \(W=v/(1-vP)\).

If the model supplies \(P_d'=P_d+\delta\) instead of \(P_d\), the interaction \(W'\) obtained satisfies

\[
(W')^{-1}=W_r^{-1}-P_d-\delta=W^{-1}-\delta.
\]

Two faulty recipes are screening \(W_r\) with the full \(P\), and adding separate corrections:

\[
W_{\rm add}=v+(W_r-v)+(W_{(d)}-v),\qquad W_{(d)}=(1-vP_d)^{-1}v.
\]

**Proposition 1.** Let \(w_m\) be real Wannier functions spanning the target, with \(\varphi_i=\sum_mR_{im}w_m\) for each target orbital. Define

\[
U_{mn,kl}=\iint w_mw_n(\mathbf r)\,W_r(\mathbf r,\mathbf r')\,w_kw_l(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

and define \(W_{mn,kl}\) in the same way from \(W\). With

\[
\Pi_{mn,kl}=\sum_{ia\in d}p_{ia}R_{im}R_{an}R_{ik}R_{al},
\]

the elements obey

\[
W_{mn,kl}=U_{mn,kl}+\sum_{pq,st}U_{mn,pq}\,\Pi_{pq,st}\,W_{st,kl}.
\]

**Proof.** For a pair inside the target, \(\rho_{ia}=\sum_{mn}R_{im}R_{an}w_mw_n\). Inserting this into \(P_d=\sum p_{ia}\rho_{ia}\rho_{ia}\) gives

\[
P_d(\mathbf r,\mathbf r')=\sum_{pq,st}w_pw_q(\mathbf r)\,\Pi_{pq,st}\,w_sw_t(\mathbf r').
\]

Place the Dyson equation between \(w_mw_n\) on the left and \(w_kw_l\) on the right. In its last term, the integrals on the two sides of \(\Pi\) are elements of \(U\) and \(W\). \(\square\)

No function outside the target appears, so projection costs nothing when all products \(w_mw_n\) are kept. Keeping only the densities \(w_m^2\) replaces the tensors by matrices \(U_{mk}=U_{mm,kk}\) and \(\Pi_{mk}=\Pi_{mm,kk}\). That is an approximation, because the discarded products also carry part of \(P_d\).

### Proposition 2: excitations

Taking determinants of the factorization gives

\[
\det(1-vP)=\det(1-vP_r)\,\det(1-W_rP_d).
\]

Excitations that produce no Hartree potential, such as those to triplet states, stay at a bare gap \(\Delta_{ia}\). At any other frequency, an RPA excitation is a potential \(V\ne0\) that sustains itself without an external source, \(V=vPV\). If \(1-vP_r(\omega)\) is regular there, then

\[
(1-vP_r)(1-W_rP_d)V=0
\]

implies \(V=W_rP_dV\). The target space with the interaction \(W_r(\omega)\) therefore has this excitation at the correct frequency.

For computation, turn \(V=vPV\) into an eigenvalue problem. Let \(x_{ia}=\int\rho_{ia}V\,d\mathbf r\) and \(K_{ia,jb}=\iint\rho_{ia}v\rho_{jb}\,d\mathbf r\,d\mathbf r'\). Then \(x_{ia}=\sum_{jb}K_{ia,jb}p_{jb}x_{jb}\). Set \(p_{ia}x_{ia}=\sqrt{\Delta_{ia}}F_{ia}\), so that \(x_{ia}=(\omega^2-\Delta_{ia}^2)F_{ia}/(4\sqrt{\Delta_{ia}})\). Multiplication by \(4\sqrt{\Delta_{ia}}\) gives

\[
\omega^2F_{ia}=\Delta_{ia}^2F_{ia}
+4\sum_{jb}\sqrt{\Delta_{ia}}\,K_{ia,jb}\sqrt{\Delta_{jb}}\,F_{jb}.
\]

In the target space the sum runs over target pairs, and \(K\) is replaced by the elements of \(W_r(\omega)\).

### The benzene calculation

Benzene is the ring from which the acene semiconductors are built. Its geometry is a planar regular hexagon with C–C and C–H lengths of 0.139 and 0.109 nm. The orbitals come from the PBE functional in the cc-pVDZ basis. Orbital products were expanded in 558 auxiliary functions (density fitting), and the matrix equations were solved numerically.

There are 21 occupied and 93 empty orbitals, hence \(21\times93=1953\) pairs. The target consists of the three occupied π orbitals and the three empty π orbitals with the greatest weight on the carbon \(2p_z\) functions. Nine pairs lie inside it. Projecting the atomic \(2p_z\) functions onto the target and orthogonalizing them symmetrically gives six Wannier functions, one per carbon atom.

The averaged static density-density elements, in eV, are:

| Ring distance | \(v\) | \(U\) | \(W\) |
|---|---:|---:|---:|
| 0 | 15.595 | 11.070 | 8.895 |
| 1 | 8.435 | 6.812 | 6.551 |
| 2 | 5.397 | 5.011 | 5.757 |
| 3 | 4.723 | 4.560 | 5.767 |

The third decimal serves to compare routes within this model and is no measure of its accuracy for benzene; a larger basis shifts the on-site values by up to about 1 eV, as the last section shows. Screening \(W_r\) with \(P_d\) gives the on-site value 8.895 eV, as does screening \(v\) with \(P\). Over all products of target functions, the two routes differ by at most \(4\times10^{-13}\) eV, which is rounding error.

The definition of \(W\) can also be used directly. Test charges of \(\pm10^{-3}\) electron with the shape \(w_1^2\) were added, and the orbitals were relaxed in the self-consistent Hartree field. Half the difference of the total potentials on \(w_1\), divided by \(10^{-3}\), is 8.89492 eV. The two-step formula gives 8.89492 eV for the same site.

The faulty recipes of Part I do not reach this value. Adding separate corrections gives 6.467 eV on site, and screening \(W_r\) with the full \(P\) gives 8.178 eV.

### Why the distant interaction grows

At distances 2 and 3, \(W\) is larger than \(U\), and larger even than \(v\). This does not conflict with the operator ordering, which bounds the interaction of a distribution with itself. A symmetry argument shows what happens.

Label the π orbitals by their angular number \(k\) around the ring. The occupied ones have \(k=0,\pm1\), and the empty target orbitals have \(k=\pm2,3\). Every target transition changes \(k\), so its pair density integrates to zero against a potential with the full symmetry of the ring. The density \(n_T=\sum_jw_j^2\) has this symmetry, and so does \(W_rn_T\). Hence \(P_dW_rn_T=0\).

All the matrices are symmetric, so the transpose of the Dyson equation is \(W=W_r+WP_dW_r\). Acting on \(n_T\), it gives \(Wn_T=W_rn_T\), and therefore

\[
\sum_jW_{ij}=\sum_jU_{ij}.
\]

The tabulated elements confirm this:

\[
\begin{aligned}
11.070+2(6.812)+2(5.011)+4.560&=39.276\ \text{eV},\\
8.895+2(6.551)+2(5.757)+5.767&=39.278\ \text{eV}.
\end{aligned}
\]

The difference comes from rounding the entries. Target screening redistributes the interaction around the ring without changing its sum. Since the on-site element falls, the sum of the others must rise. Physically, a test electron pushes π electrons towards the far side of the ring, where they repel another electron.

### The second screening step by hand

With density-density elements alone, the ring can be solved on paper. The target energies are \(-8.936\) eV for \(k=0\), \(-6.167\) eV for \(k=\pm1\), \(-0.904\) eV for \(k=\pm2\) and \(3.060\) eV for \(k=3\). Because whole degenerate shells enter \(P_d\), the real orbitals may be replaced by waves with amplitudes \(e^{i\pi kj/3}/\sqrt6\) on site \(j\). The static response between sites is then

\[
\Pi_{jl}=-\frac4{36}\sum_{k\ \rm occ}\ \sum_{k'\ \rm empty}
\frac{e^{i\pi(k-k')(j-l)/3}}{\varepsilon_{k'}-\varepsilon_k}.
\]

A Fourier sum over the six sites selects \(k'=k+q\) modulo 6 and supplies a factor 6:

\[
\Pi_q=-\frac23\sum_{k\to k+q}\frac1{\varepsilon_{k+q}-\varepsilon_k}.
\]

For \(q=1\) the one allowed transition is \(1\to2\). For \(q=2\) they are \(0\to2\) and \(1\to3\). For \(q=3\) they are \(0\to3\), \(1\to-2\) and \(-1\to2\). In eV\(^{-1}\),

\[
\begin{aligned}
\Pi_1&=-\tfrac23\left(\tfrac1{5.263}\right)=-0.1267,\\
\Pi_2&=-\tfrac23\left(\tfrac1{8.032}+\tfrac1{9.227}\right)=-0.1553,\\
\Pi_3&=-\tfrac23\left(\tfrac1{11.996}+\tfrac2{5.263}\right)=-0.3089.
\end{aligned}
\]

The interaction has the components \(U_q=\sum_jU_{0j}\cos(\pi qj/3)\). From the table, in eV,

\[
\begin{aligned}
U_0&=39.276,\\
U_1&=11.070+6.812-5.011-4.560=8.311,\\
U_2&=11.070-6.812-5.011+4.560=3.807,\\
U_3&=11.070-13.624+10.022-4.560=2.908.
\end{aligned}
\]

Each component is now a one-mode problem, \(W_q=U_q/(1-U_q\Pi_q)\). No transition has \(q=0\), so \(W_0=U_0\). The others are \(W_1=4.049\), \(W_2=2.393\) and \(W_3=1.532\) eV. The components \(q\) and \(-q\) are equal, and the on-site value is

\[
\frac{39.276+2(4.049)+2(2.393)+1.532}{6}\ \text{eV}=8.949\ \text{eV}.
\]

The numerical solution of the density-density equation also gives 8.949 eV. The full tensor gives 8.895 eV, so discarding the other products raises the on-site value by 0.6 percent.

### Replacing the dynamic interaction by a static one

A simpler model uses \(W_r(0)\) at all frequencies. In the language of Part I,

\[
(W')^{-1}=v^{-1}-P_r(0)-P_d(\omega)=W^{-1}-\delta,
\qquad \delta=P_r(0)-P_r(\omega).
\]

At \(\omega=i\eta\) the weights \(4\Delta/(\Delta^2+\eta^2)\) shrink as \(\eta\) grows. Therefore \(\delta\le0\), which gives \((W')^{-1}\ge W^{-1}\) and \(W'\le W\): the static interaction leads to too much screening. At \(\eta=10\) eV, the on-site \(U\) is 11.613 eV instead of the static 11.070 eV. The correct on-site \(W\) is 10.594 eV, while static \(U\) gives 10.167 eV, which is 4 percent too low.

The dipole-active π excitation shows the effect on the real axis. The eigenvalue problem with all pairs coupled by symmetry gives 7.545 eV, with 96 percent of the squared amplitude \(F^2\) on the nine target pairs. At this frequency, the \(9\times9\) matrix of \(1-P_dW_r\) in the target pairs has a smallest singular value of \(1.6\times10^{-13}\) with dynamic \(U\), zero within rounding. With static \(U\) it is 0.065, and the excitation moves to 7.671 eV, 1.7 percent too high. With bare \(v\) in the target space it lies at 8.925 eV.

### Benzene and molecular semiconductors

Several approximations matter more for benzene than the digits above. The PBE gap between the highest occupied and lowest empty orbital is \(-0.904+6.167=5.263\) eV, whereas the gap for adding and removing an electron in the gas phase is roughly 10 eV. Raising all empty orbitals rigidly by a rough 5 eV changes the on-site \(U\) from 11.07 to 11.56 eV and \(W\) from 8.90 to 9.85 eV, the latter by 11 percent. The smaller 6-31G basis gives 11.64 and 9.21 eV. The cc-pVDZ values are not converged with respect to the basis. With triple-zeta \(s\), \(p\) and \(d\) functions on carbon, the on-site \(U\) and \(W\) fall to about 10.7 and 8.7 eV, and the dipole-active excitation falls from 7.55 to about 7.4 eV. With diffuse functions on carbon (aug-cc-pVDZ), they fall to about 9.9, 8.2 and 7.1 eV. In that basis the \(k=3\) orbital shares its \(2p_z\) weight with a second empty orbital, so the target itself becomes more diffuse. Vibrations and vertex corrections outside the target are left out.

The RPA step inside the target can be compared with an exact solution of a six-site model. The model has six electrons, the hopping matrix of the PBE target orbitals and the static repulsion \(\tfrac12\sum_{ij}U_{ij}(n_i-1)(n_j-1)\). Diagonalization in the 400 many-electron states with three electrons of each spin gives the static density response \(\chi\), and \(U+U\chi U\) is then the screened interaction. Its on-site value is 8.813 eV, against 8.949 eV from RPA with the same \(U_{ij}\). This difference of 1.5 percent depends on a choice, because the PBE hopping already contains some effect of exchange, which the exact solution counts again. A fraction \(f\) of the model's exchange can be removed by adding \(fU_{ij}\rho_{ij}\) to the hopping \(t_{ij}\) between different sites, where \(\rho_{ij}\) is the one-spin density matrix of the filled orbitals. The exact on-site value is then 8.63 eV for \(f=1/4\), 8.82 eV for \(f=1/2\) and 10.16 eV for \(f=1\). The correction to RPA thus lies between about \(-4\) and \(+14\) percent for these choices, and this comparison fixes neither its size nor its sign.

In a film, the neighbouring molecules screen as well. Treat them as a medium of permittivity \(\epsilon=3\), a rough value for molecular semiconductors, outside a sphere of radius \(R=0.35\) nm. For a charge at the centre, the medium lowers the potential inside by a constant:

\[
c=\left(1-\frac1\epsilon\right)\frac{e^2}{4\pi\varepsilon_0R}
=2.74\ \text{eV}.
\]

Charges away from the centre also feel dipole and higher terms of the medium's response. If these are neglected, \(v\) becomes \(v-c\) for all charges on the molecule. Every pair density integrates to zero because \(\varphi_i\) and \(\varphi_a\) are orthogonal, so \(Pc=cP=0\). Inserting \(W-c\) into the screening equation gives

\[
(v-c)+(v-c)P(W-c)=v-c+vPW=W-c .
\]

Thus \(W-c\) solves the equation with \(v-c\). The same argument with \(P_r\) shows that \(W_r\) is lowered by \(c\). The on-site \(U\) falls from 11.07 to about 8.3 eV and \(W\) from 8.90 to about 6.2 eV. Differences between sites are unchanged only because the higher terms were dropped. For point charges at the carbon positions, those terms reduce the difference between the on-site and opposite-site \(v\) by about 0.8 eV. Kept in the screening calculation, the dipole and quadrupole terms lower the on-site \(U\) further to about 8.0 eV and \(W\) to about 6.0 eV. For a film, the constant shift \(c\) is the largest of the changes in the on-site \(U\) and \(W\) estimated in this section. The theorem still holds in the film if the medium is included in \(v\) or in \(P_r\), once and not in both.
